# A charged sheet for doped surfaces: placement and outer-loop convergence

## A fully depleted layer

Take an n-type semiconductor filling $z>0$, with acceptor-like surface states at $z=0$. Electrons caught there leave a layer of width $W$ holding only ionized donors, of density $N$. Let $V(z)$ be the energy of the conduction edge relative to its value deep in the bulk. Inside the layer

$$V(z)=\frac{N(W-z)^2}{2\epsilon}.$$

Lengths are in nm, charge densities in units of $e$, and energies in eV, so that an energy in eV equals numerically a potential in V. The permittivity is $\epsilon=\epsilon_r\epsilon_0$.

An atomistic slab can hold only $0<z<L$, with $L$ often well below $W$. The omitted donors carry charge $Q=N(W-L)$ per area. Put this charge on one sheet, a distance $\ell$ behind the plane $z=L$ in the same material. The field at $L$ is then right for any $\ell$. The drop from $L$ to the sheet is $Q\ell/\epsilon$, and it must equal $V(L)=N(W-L)^2/2\epsilon$. Hence $\ell=(W-L)/2$, the middle of the omitted charge. If the sheet stands in vacuum, the field there is $\epsilon_r$ times larger and the gap shrinks to $h=\ell/\epsilon_r$.

The charge fixes the field and the position fixes the remaining band bending. This is the idea of the charge-reservoir electrostatic sheet technique in the form treated here. In practice $W$ is unknown, because it depends on how many electrons the surface takes, so $Q$ and $h$ need an outer loop.

## Model and matching conditions

The problem is planar. Donors are smeared and fully ionized, also inside the slab; electrons follow Boltzmann statistics, and holes are neglected. Deep in the bulk the conduction edge lies $\zeta$ above the Fermi level $E_F$. Since $V$ is minus the electrostatic potential, Poisson's equation reads

$$\epsilon V''=\rho,\qquad \rho=N\left(1-e^{-V/kT}\right). \tag{1}$$

There are $N_s$ surface states per area at depth $E_d$ below the surface conduction edge. With $V_0=V(0)$ and no field outside the front face,

$$-\epsilon V'(0)=N_s f,\qquad f=\frac{1}{1+e^{(V_0+\zeta-E_d)/kT}}. \tag{2}$$

Write $V_L=V(L)$. Both $V$ and $V'$ vanish deep in the bulk, so integrating (1) from $L$ to infinity gives the deep charge,

$$Q=\int_L^\infty\rho\,dz=-\epsilon V'(L).$$

Its first moment follows by parts:

$$\int_L^\infty (z-L)\rho\,dz=\epsilon\big[(z-L)V'\big]_L^\infty-\epsilon\int_L^\infty V'dz=\epsilon V_L .$$

The bracket vanishes at both ends. The centroid of the deep charge therefore lies at $\ell=\epsilon V_L/Q$ behind the plane, whatever the profile. For a sheet in vacuum, the drop $Qh/\epsilon_0$ must equal $V_L$:

$$h=\frac{\epsilon_0V_L}{Q}=\frac{\ell}{\epsilon_r}. \tag{3}$$

The sheet carries $+Q$, the slab carries $-Q$, and the sheet sits at the bulk level $V=0$.

The half-space solution, cut at $L$ and continued by a straight ramp to the sheet, solves the slab-plus-sheet problem. It is also the only solution. Let $w$ be the difference of two solutions at the same $h$. Multiplying the difference of their Poisson equations by $w$ and integrating over the slab gives

$$-\frac{\epsilon_0}{h}w(L)^2+N_s\,w(0)\,\Delta f-\epsilon\int_0^L w'^2dz=\int_0^L w\,\Delta\rho\,dz .$$

The rear term uses $\epsilon V'(L)=-\epsilon_0V_L/h$, the front term uses (2). Since $f$ falls and $\rho$ rises with $V$, the left side is at most zero and the right side at least zero. Both vanish, so $w=0$.

## The space-charge law

To close the loop we need $Q$ as a function of $V_L$. Multiply (1) by $V'$ and integrate from $L$ to infinity:

$$-\frac{\epsilon}{2}V'(L)^2=-N\int_0^{V_L}\left(1-e^{-V/kT}\right)dV .$$

With $v=V_L/kT$ and $Q=-\epsilon V'(L)$ this becomes

$$Q^2=2\epsilon NkT\left(e^{-v}+v-1\right). \tag{4}$$

Call the relation $Q_{sc}(V)$ and its inverse $V_{sc}(Q)$. Differentiating (4) gives $2Q\,dQ=2\epsilon N(1-e^{-v})\,dV_L$, so the differential capacitance is

$$C_{sc}=\frac{dQ}{dV_L}=\frac{\epsilon N(1-e^{-v})}{Q}. \tag{5}$$

Two limits help in placing the sheet.

- For $v\gg1$, $V_L\simeq Q^2/(2\epsilon N)+kT$. This is the depletion result plus a thermal correction from the soft edge of the layer.
- For $v\ll1$, the bracket in (4) tends to $v^2/2$, so $Q\simeq\epsilon V_L/\lambda$ with the Debye length $\lambda=\sqrt{\epsilon kT/N}$. The gap tends to $\lambda/\epsilon_r$, however small the bending.

## The response of the slab

Fix the sheet charge $Q$ and compute the slab. Its Fermi level comes out relative to its own band edge, which gives $V_{slab}(Q)=E_C(L)-E_F-\zeta$. At fixed $Q$ this does not depend on $h$, since the field of a uniform sheet does not depend on distance. Define

$$\frac{1}{C_{slab}}=-\frac{dV_{slab}}{dQ}.$$

In this model $C_{slab}>0$. A small change $w=\delta V$ obeys $\epsilon w''=(d\rho/dV)\,w$ and $\epsilon w'(0)=N_sf(1-f)\,w(0)/kT$. Both coefficients are positive, so $w$ and $w'$ keep the sign of $w(0)$ through the slab. Because $\epsilon w'(L)=-\delta Q$, $w(L)$ has the sign opposite to $\delta Q$.

If the slab is fully depleted, (1) integrates to

$$V_0=V_L+\frac{QL}{\epsilon}+\frac{NL^2}{2\epsilon},\qquad N_sf(V_0)=Q+NL .$$

The second relation gives $dV_0/dQ=-kT/[N_sf(1-f)]$; the first then gives

$$\frac{1}{C_{slab}}=\frac{L}{\epsilon}+\frac{kT}{N_sf(1-f)}. \tag{6}$$

The first term is the slab as a dielectric. The second is the reluctance of the surface states to change their filling. It is small for dense, partly filled states, which pin the Fermi level, and large when the states are nearly full.

For an electronic-structure slab, $V_{slab}(Q)$ replaces the model response, and $C_{slab}>0$ becomes an assumption to be checked from two calculations at different $Q$.

## Two outer loops

```
CHARGE LOOP (mixing alpha)
  choose Q
  repeat
    solve slab at fixed charge -Q; read V_L = E_C(L) - E_F - zeta
    if |V_sc(Q) - V_L| is small: leave the loop
    Q_new = Q_sc(V_L)
    Q = Q + alpha*(Q_new - Q)
  h = eps0*V_L/Q

POSITION LOOP (geometric averaging)
  choose h > 0
  repeat
    equilibrate slab with sheet at h:
      find Q such that V_slab(Q) = Q*h/eps0
    h_new = eps0*V_sc(Q)/Q
    h = sqrt(h*h_new)
  until |ln(h_new/h)| is small
```

The inversion $V_{sc}(Q)$ is a scalar root search. By (4), $V=Q^2/(2\epsilon N)+kT(1-e^{-V/kT})$, so the root lies between 0 and $Q^2/(2\epsilon N)+kT$.

**Cost.** A charge pass needs one self-consistent slab calculation at fixed charge. A position pass needs a full equilibration, either a calculation at fixed Fermi level or several at fixed charge. Pass counts of the two loops are therefore not directly comparable.

## Stability of the charge loop

An error $\delta Q$ changes $V_L$ by $-\delta Q/C_{slab}$, and hence $Q_{new}$ by

$$\delta Q_{new}=-r\,\delta Q,\qquad r=\frac{C_{sc}}{C_{slab}} .$$

With mixing, the error is multiplied by $(1-\alpha)-\alpha r=1-\alpha(1+r)$. Its magnitude is below one for

$$0<\alpha<\frac{2}{1+r}. \tag{7}$$

The best value, $\alpha=1/(1+r)$, removes the linear error. This analysis is local; at the upper limit itself the linear term does not decide.

In full depletion $1/C_{sc}=(W-L)/\epsilon$. For ideal pinning the second term of (6) vanishes and

$$r=\frac{L}{W-L}.$$

The unmixed loop then diverges once $L>W/2$: within this limit, making the slab thicker leaves less of the space charge to the sheet, but worsens the iteration. The growth of $r$ ends before $L$ reaches $W$, where free electrons at the rear face invalidate the full-depletion formula; for the surface of cases A and B below, $r$ peaks near 2.7 at $L\approx0.8W$. For still thicker slabs both capacitances tend to $\epsilon/\lambda$, and in that example $r$ falls toward 1 from above, so the unmixed loop does not become contracting again. Nearly full surface states also raise $r$, even for a thin slab.

The residual $R=V_{sc}(Q)-V_{slab}(Q)$ has slope $1/C_{sc}+1/C_{slab}$. Near the solution the remaining charge error is thus $R/(1/C_{sc}+1/C_{slab})$, a better stopping measure than the last change of $Q$, which small mixing makes small by itself.

## Stability of the position loop

The inner problem is $V_{slab}(Q)=Qh/\epsilon_0$. Its left side falls with $Q$ and its right side rises from zero. At $Q=0$ the left side is positive. Indeed, $V_L<0$ with $V'(L)=0$ would make $V$ concave and $V'(0)>0$, against (2), while $V_L=0$ would give $V=0$ throughout, again against (2). So each $h>0$ gives one crossing, with $Q>0$. Differentiating,

$$-\frac{dQ}{C_{slab}}=\frac{h}{\epsilon_0}dQ+\frac{Q}{\epsilon_0}dh
\quad\Rightarrow\quad
\frac{d\ln Q}{d\ln h}=-\frac{h/\epsilon_0}{1/C_{slab}+h/\epsilon_0}.$$

The update $h_{new}=\epsilon_0V_{sc}(Q)/Q$ gives $d\ln h_{new}/d\ln Q=a-1$, where by (4) and (5)

$$a=\frac{d\ln V_{sc}}{d\ln Q}=\frac{Q}{V_{sc}C_{sc}}=\frac{2(e^{-v}+v-1)}{v(1-e^{-v})},\qquad v=\frac{V_{sc}(Q)}{kT}.$$

The multiplier of an error in $\ln h$ is the product,

$$m=-(a-1)\,\frac{h/\epsilon_0}{1/C_{slab}+h/\epsilon_0}. \tag{8}$$

For $v>0$ the slope obeys $1<a<2$:

- $a<2$ means $e^{-v}+v-1<v-ve^{-v}$, that is $(1+v)e^{-v}<1$, which holds because $e^v>1+v$.
- $a>1$ means $k(v)=v-2+(v+2)e^{-v}>0$. Here $k(0)=0$ and $k'(v)=1-(1+v)e^{-v}>0$.

Both factors in (8) lie between 0 and 1, so $-1<m<0$ at every $h$, not just at the solution. On the finite interval of $\ln h$ centred on the solution and reaching to the start, $|m|$ has a maximum below one. The unaveraged loop therefore converges from any positive starting gap.

Geometric averaging changes the multiplier to $(1+m)/2$, between 0 and $1/2$. Each pass at least halves the error in $\ln h$, for any slab thickness and any filling of the surface states within this model. Imperfect inner solutions do not spoil this. A small error $\eta$ in $\ln Q$ shifts $\ln h_{new}$ by less than $\eta$ and the average by less than $\eta/2$; the halving sums repeated shifts to less than $\eta$.

For strong depletion $a\to2$ and $h/\epsilon_0\to1/(2C_{sc})$, so

$$m\to-\frac{1}{1+2r}. \tag{9}$$

In strong depletion the loops have opposite weaknesses: where $r$ is small and the charge loop is fast, $m$ is near $-1$ and the unaveraged position loop is slow. Near the solution averaging helps when $(1+m)/2<|m|$, that is for $m<-1/3$.

## Worked example

The parameters are round model values: $\epsilon_r=10$, $N=10^{-3}\ \mathrm{nm^{-3}}$, 300 K, $\zeta=0.0595$ eV, $E_d=0.8$ eV. Then $\epsilon=0.5526\ e/(\mathrm{V\,nm})$ and $kT=0.02585$ eV.

**Case A** has $N_s=1\ \mathrm{nm^{-2}}$ and $L=5$ nm. The converged sheet has $Q=0.02482\ e/\mathrm{nm^2}$ and $V_L=0.5833$ eV, so

$$h=\frac{0.05526\times0.5833}{0.02482}=1.30\ \mathrm{nm},$$

one tenth of the 12.99 nm centroid distance. The surface bending is recovered from its parts:

$$V_0=0.5833+\frac{0.02482\times5}{0.5526}+\frac{10^{-3}\times25}{2\times0.5526}=0.8305\ \mathrm{eV}.$$

A finite-difference solution with explicit donors down to 100 nm gives the same bending and charge to the printed digits. The tests require the whole slab profile to agree within $2\times10^{-4}$ eV in all three cases.

The occupation is $f=0.0298$, so (6) gives

$$\frac1{C_{slab}}=\frac{5}{0.5526}+\frac{0.02585}{0.0298\times0.9702}=9.05+0.89=9.94\ \mathrm{V\,nm^2}/e .$$

With $1/C_{sc}=44.92$ in the same unit, $r=9.94/44.92=0.221$. Near the solution the charge loop converges unmixed, and mixing is stable up to $\alpha=1.64$. A starting charge far too large can bend the rear band downward. With its proper sign, $Q_{sc}(V_L)$ is then negative; if it lies below $-NL$, the slab has too few donors to supply the charge and the loop fails. The position multiplier is $m=-0.640$; the limit (9) gives $-0.69$. From $h=10$ nm to an error of $10^{-6}$ in $\ln h$, the position loop takes 32 passes unaveraged and 9 averaged.

**Case B** has the same surface but $L=18$ nm. The surface charge is $0.0298\ e/\mathrm{nm^2}$, so $W\simeq0.0298/10^{-3}=29.8$ nm and $L$ exceeds $W/2$. The ideal-pinning estimate is $r=18/11.8=1.5$; perturbing the loop itself gives 1.554. The unmixed charge loop is unstable, with a threshold $\alpha=0.78$. The position loop has $m=-0.19$, and averaging is a handicap: 17 passes against 9.

Formula (6) gives $r=1.560$ here, 0.4% above the measured value. It omits free electrons near the rear face, where $v=5.9$. They add a capacitance of about $Ne^{-v}\epsilon/Q=1.3\times10^{-4}\ e/(\mathrm{V\,nm^2})$, or 0.43% of $C_{slab}$, if all of them are counted at the rear face. They are in fact spread over about $kT\epsilon/Q=1.2$ nm, so the estimate lies somewhat above the unrounded difference of 0.35%; it gives the right sign and order of magnitude.

**Case C** has $N_s=0.026\ \mathrm{nm^{-2}}$ and $L=5$ nm. The states are 98.9% full, and their term in (6) is about 92 of the total $100.6\ \mathrm{V\,nm^2}/e$. Hence $r=2.68$ although the slab is thin, and the mixing must stay below 0.54.

In each case, mixing at 0.9 times the threshold shrinks a small charge error below 0.4% of its initial size in 25 passes, while 1.1 times the threshold enlarges it by a factor of 86 to 97. With starting gaps wrong by factors of 10 and 100 either way, the worst averaged error ratio per pass is 0.496, inside the bound of one half. The complete values are in the numerical output.

## Failure modes in an implementation

- **Undoped slab.** The slab's own donors hold $NL$. In case A this is $0.005$ of $0.0298\ e/\mathrm{nm^2}$, or 17% of the surface charge. Leaving them out changes the equation solved inside the slab, and (3) no longer reproduces the half-space.
- **Sheet too close.** At weak bending the gap tends to $\lambda/\epsilon_r$, here $3.78/10=0.38$ nm. Electron density from a real rear face can reach that far and overlap the sheet. A thinner slab, which leaves more bending behind it, moves the sheet away.
- **Rear-face states or an uncounted rear dipole.** Charge in rear-face states breaks the simple matching at $L$. A dipole step at the rear face, constant or dependent on $Q$, is harmless in a fixed-charge calculation if $V_L$ is read from the band edge inside the slab and the ramp is counted as $Qh/\epsilon_0$. If instead the sheet level is read from the computed electrostatic potential and a step $D$ is not subtracted, the balance becomes $V_L=Qh/\epsilon_0+D$. The position loop then converges to $V_{slab}=V_{sc}+D$, which shifts $Q$ by about $-D/(1/C_{sc}+1/C_{slab})$.
- **Periodic cells.** Slab and sheet are neutral together but carry a dipole. The cell needs a dipole correction, placed outside the region between slab and sheet.
- **Other carrier regimes.** Inversion, degenerate doping and incomplete ionization of the donors change (4), so the bounds on $a$ must be derived again. The values of $N$ and $\zeta$ used above imply a band-edge density of states of $10N$. A donor 45 meV deep with degeneracy 2 is then only about 60% ionized in the bulk, which lowers $Q$ by about 1% in case A and 2.5% in case B; for a donor 0.2 eV deep, $a$ drops below 1 at weak bending. Downward bending leaves (4) intact while Boltzmann statistics hold, but $v$ and $Q$ become negative and the bounds $1<a<2$, derived for $v>0$, no longer apply. Discrete dopants near the surface are outside a planar model.

## Numbers as computed

```
relative permittivity: 10.0
donor density: 1.0e-03 nm^-3 = 1.0e+18 cm^-3
band-edge density of states: 1.0e-02 nm^-3
thermal energy kT at 300 K: 0.02585 eV
bulk conduction edge above Fermi level, zeta: 0.0595 eV
surface level depth 0.80 eV, band gap 2.00 eV
permittivity eps: 0.5526 e/(V nm)
Debye length: 3.780 nm
slope a for v from 0.1 to 60: 1.0167 to 1.9667
CASE A dense states, thin slab: N_s = 1.000 nm^-2, L = 5.0 nm
 sheet charge Q: 0.024822 e/nm^2; explicit: 0.024822 e/nm^2
 sheet gap h: 1.2987 nm; deep-charge centroid: 12.987 nm
 bending at surface: 0.83050 eV; explicit: 0.83050 eV
 bending V_L at slab rear: 0.58330 eV
 surface occupation f: 0.02982; surface charge: 0.029822 e/nm^2
 1/C_slab: 9.941, 1/C_sc: 44.916 V nm^2/e
 charge-loop ratio r: formula 0.2213, measured 0.2213
 largest stable charge mixing: 1.6376
 error growth in 25 passes at 0.9, 1.1 of it: 3.78e-03, 9.54e+01
 position multiplier m: formula -0.6404, measured -0.6404
 worst averaged error ratio per pass: 0.3723
 passes from h = 10 nm to 1e-6: plain 32, averaged 9
CASE B dense states, thick slab: N_s = 1.000 nm^-2, L = 18.0 nm
 sheet charge Q: 0.011825 e/nm^2; explicit: 0.011825 e/nm^2
 sheet gap h: 0.7117 nm; deep-charge centroid: 7.117 nm
 bending at surface: 0.83050 eV; explicit: 0.83050 eV
 bending V_L at slab rear: 0.15229 eV
 surface occupation f: 0.02982; surface charge: 0.029822 e/nm^2
 1/C_slab: 33.465, 1/C_sc: 21.457 V nm^2/e
 charge-loop ratio r: formula 1.5596, measured 1.5541
 largest stable charge mixing: 0.7814
 error growth in 25 passes at 0.9, 1.1 of it: 3.35e-03, 8.64e+01
 position multiplier m: formula -0.1851, measured -0.1856
 worst averaged error ratio per pass: 0.4703
 passes from h = 10 nm to 1e-6: plain 9, averaged 17
CASE C sparse states, thin slab: N_s = 0.026 nm^-2, L = 5.0 nm
 sheet charge Q: 0.020715 e/nm^2; explicit: 0.020715 e/nm^2
 sheet gap h: 1.1047 nm; deep-charge centroid: 11.047 nm
 bending at surface: 0.62411 eV; explicit: 0.62411 eV
 bending V_L at slab rear: 0.41408 eV
 surface occupation f: 0.98902; surface charge: 0.025715 e/nm^2
 1/C_slab: 100.639, 1/C_sc: 37.483 V nm^2/e
 charge-loop ratio r: formula 2.6849, measured 2.6849
 largest stable charge mixing: 0.5428
 error growth in 25 passes at 0.9, 1.1 of it: 3.78e-03, 9.74e+01
 position multiplier m: formula -0.1450, measured -0.1450
 worst averaged error ratio per pass: 0.4962
 passes from h = 10 nm to 1e-6: plain 7, averaged 16
```
